# k-point spacing and energy spacing at the Fermi level of copper

**Question.** A band calculation for copper samples the Brillouin zone on a mesh of k points. Take the Fermi velocity to be 1.6 million metres per second. How far apart may neighbouring points lie if their energies, followed along one band near the Fermi level, are to differ by no more than about 0.2 eV? How does the answer scale, and does a calculation for a metal need so fine a mesh?

**Answer.** The first part follows from the slope of the band. The last part needs a separate argument, because a sum over a mesh can be accurate even when neighbouring energies are far apart. Energies are in eV and lengths in nm. The wave vector is defined by the phase $e^{i\mathbf k\cdot\mathbf r}$, so it contains the factor $2\pi$.

### From a step in k to a step in energy

The group velocity of a band $E(\mathbf k)$ is $\mathbf v=\nabla_{\mathbf k}E/\hbar$. For a small step $\mathbf q$, a Taylor expansion gives

$$E(\mathbf k+\mathbf q)-E(\mathbf k)=\hbar\,\mathbf v\cdot\mathbf q+O(q^2).$$

If $\theta$ is the angle between step and velocity, the first term is $\hbar vq\cos\theta$. It is largest for a step along the velocity, so the condition that the largest difference equals $\Delta E$ is

$$q=\frac{\Delta E}{\hbar v}.$$

For copper, $\hbar v=(6.582\times10^{-16}\ \text{eV s})(1.6\times10^{15}\ \text{nm/s})=1.053$ eV nm, and

$$q=\frac{0.2}{1.053}\ \text{nm}^{-1}=0.190\ \text{nm}^{-1}=0.0190\ \text{Å}^{-1}.$$

The spacing is therefore about 0.02 Å⁻¹. It is proportional to the energy spacing asked for and inversely proportional to the speed. A code that leaves $2\pi$ out of its wave vectors would show the same step as 0.0302 nm⁻¹.

The neglected term can be sized with a free-electron band, $E=\hbar^2k^2/2m$. For a step along $\mathbf k$,

$$\frac{\hbar^2}{2m}\left[(k+q)^2-k^2\right]=\frac{\hbar^2k}{m}q+\frac{\hbar^2q^2}{2m}=\hbar vq+\frac{\hbar^2q^2}{2m}.$$

The ratio of the second term to the first is $q/2k$. Setting the whole expression equal to 0.2 eV gives $q=0.1886$ nm⁻¹, a change of less than one per cent.

The linear rule fails where the velocity vanishes. At the bottom of a free-electron band the difference is $\hbar^2q^2/2m$, so $q=\sqrt{2m\,\Delta E}/\hbar$. With $\hbar^2/2m=0.0381$ eV nm², 0.2 eV then allows a step of 2.3 nm⁻¹, twelve times the copper value, and the step grows as the square root of $\Delta E$. It is the steep band at the Fermi level that makes the condition severe.

### Where the speed comes from

Free electrons fill a sphere of radius $k_F$. With two spins and one state per volume $(2\pi)^3$ of k space per unit volume of crystal, the density is

$$n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},\qquad v=\frac{\hbar k_F}{m}=\frac{\hbar}{m}(3\pi^2n)^{1/3}.$$

An fcc crystal has four atoms per cube of edge $a$. One electron per copper atom and the rough value $a=0.361$ nm give $n=4/a^3$ and $v=1.575\times10^6$ m/s. The speed in the question is thus the free-electron speed.

### From the step to a mesh

The primitive reciprocal vectors of an fcc crystal have the form $(2\pi/a)(-1,1,1)$, with length $b=2\pi\sqrt3/a$. Dividing each into $N$ parts gives points whose Cartesian coordinates, in units of $2\pi/(Na)$, are integers that are all even or all odd. The shortest nonzero vectors of this kind are $(\pm1,\pm1,\pm1)$, of length $\sqrt3$; the next are of type $(2,0,0)$, of length 2. Nearest neighbours are therefore $b/N$ apart, and

$$N\ge\frac{b}{q}=\frac{b\,\hbar v}{\Delta E}.$$

For copper $b=30.15$ nm⁻¹, so $N\ge30.15/0.190$, which rounds up to 159. The number of points in the full zone grows as $N^3$, hence as $(\Delta E)^{-3}$: halving the energy spacing costs eight times as many points.

Most neighbours are closer in energy than this worst case. On a spherical Fermi surface the element of solid angle is $2\pi\,d(\cos\theta)$, so $\cos\theta$ is uniformly distributed between $-1$ and $1$. For a fixed step the mean difference is

$$\langle|\hbar vq\cos\theta|\rangle=\hbar vq\int_0^1 c\,dc=\tfrac12\hbar vq.$$

### What the spacing does to a sum

Consider first a row of equally spaced levels, $E_j=(j+\theta)\Delta$, measured from the Fermi energy. Here $\theta$ is no longer an angle but the offset of the row, between 0 and 1. The index $j$ runs upward from $-M$, with $M\Delta\gg kT$, so the lowest levels are full. The occupation is $f(E)=1/(e^{E/kT}+1)$, where $kT$ may be a real temperature or a numerical smearing.

The count $S(\theta)=\sum_jf(E_j)$ has the derivative $S'(\theta)=\Delta\sum_jf'(E_j)$. Since $f'$ vanishes far from the Fermi level, $S'$ has period 1 in $\theta$. The integrals over unit intervals join into one over the whole energy axis, and its Fourier coefficients are

$$c_m=\int_{-\infty}^{\infty}f'(E)\,e^{-2\pi imE/\Delta}\,dE.$$

To evaluate them, use $f=u$ as variable, so that $E=kT\ln[(1-u)/u]$. With $\tau=kT\,t$,

$$\int(-f')e^{itE}dE=\int_0^1\left(\frac{1-u}{u}\right)^{i\tau}du=\Gamma(1+i\tau)\Gamma(1-i\tau)=\frac{\pi\tau}{\sinh\pi\tau}.$$

The second step is the beta integral and the third the reflection formula of the gamma function. The result is even in $t$. Setting $t=2\pi m/\Delta$ gives

$$c_m=-\frac{X_m}{\sinh X_m},\qquad X_m=\frac{2\pi^2m\,kT}{\Delta},\qquad c_0=-1.$$

Integrating the Fourier series over $\theta$ yields

$$S=M+\tfrac12-\theta-\sum_{m=1}^{\infty}\frac{\sin2\pi m\theta}{\pi m}\,\frac{X_m}{\sinh X_m}.$$

The constant follows from $\theta=\tfrac12$: the levels then lie symmetrically about the Fermi energy, $f(E)+f(-E)=1$ for each pair, and $S=M$. The part $M+\tfrac12-\theta$ is the smooth count, and the sum over $m$ is the mesh error. In the cold limit the error is the sawtooth $\theta-\tfrac12$, up to half an electron per spin. For $X_1\gg1$ the leading factor becomes $2X_1e^{-X_1}$, so smearing removes the error exponentially in $kT/\Delta$.

With $\Delta=0.2$ eV, the factor $X_1/\sinh X_1$ is

- $1.1\times10^{-7}$ for $kT=0.2$ eV;
- $1.0\times10^{-3}$ for $kT=0.1$ eV;
- $0.40$ for $kT=0.0259$ eV, the thermal energy at 300 K.

A level spacing equal to the smearing is thus far finer than this count requires. At room temperature without added smearing, the same spacing is $7.74\,kT$ and leaves 40 per cent of the first harmonic. To reach the factor $10^{-3}$ there, the spacing must be $2kT=0.052$ eV, which for copper means $q=0.052/1.053=0.049$ nm⁻¹.

### The same argument in three dimensions

A mesh sum over free-electron states in the extended zone gives the electrons per primitive cell, of volume $\Omega=a^3/4$, as $(2/N^3)\sum_{\mathbf k}f$. Shifting the mesh by one of its own vectors leaves the sum unchanged, so the sum can be expanded in a Fourier series in the shift. Its frequencies are the vectors $\mathbf R$ equal to $N$ times a lattice vector. At zero shift,

$$\frac{2}{N^3}\sum_{\mathbf k}f=\Omega\sum_{\mathbf R}\frac{2}{(2\pi)^3}\int f\,e^{i\mathbf k\cdot\mathbf R}\,d^3k.$$

The term $\mathbf R=0$ is the true integral and the others are the error. The angular average of $e^{i\mathbf k\cdot\mathbf R}$ is $\sin(kR)/(kR)$, which turns each of the others into

$$\frac{\Omega}{\pi^2R}\int_0^\infty k\sin(kR)\,f\,dk.$$

Integrate by parts, using

$$\int_0^kk'\sin(k'R)\,dk'=-\frac{k\cos kR}{R}+\frac{\sin kR}{R^2}.$$

For $k_FR\gg1$ the first term dominates. The remaining factor $-df/dk$ is concentrated near $k_F$, where $k\approx k_F+\varepsilon/\hbar v$ with $\varepsilon$ the energy from the Fermi level. The thermal integral is the one found above with $t=R/\hbar v$, so that

$$\delta n\approx-\Omega\sum_{\mathbf R\ne0}\frac{k_F\cos(k_FR)}{\pi^2R^2}\,\frac{X}{\sinh X},\qquad X=\frac{\pi kT\,R}{\hbar v}.$$

For the shortest $\mathbf R$ in a given direction, the mesh points lie on planes perpendicular to $\mathbf R$, a distance $2\pi/R$ apart. The corresponding level spacing $\Delta=2\pi\hbar v/R$ reproduces $X=2\pi^2kT/\Delta$, and the multiples of this $\mathbf R$ play the part of the higher harmonics $m$. One of the two powers of $1/R$ is already present in the row of levels, as the factor $1/m$. The other is new: different parts of the curved Fermi surface cut the planes at different offsets, and their errors partly cancel.

### Aluminium as a worked case

Aluminium is close to a free-electron metal, so it suits these formulas. With three electrons per atom and the rough value $a=0.405$ nm,

$$k_F=\frac{(36\pi^2)^{1/3}}{0.405\ \text{nm}}=17.49\ \text{nm}^{-1},\qquad E_F=11.65\ \text{eV},\qquad\hbar v=1.333\ \text{eV nm}.$$

A largest spacing of 0.2 eV needs $q=0.2/1.333=0.150$ nm⁻¹, or 0.0150 Å⁻¹. Since $b=26.87$ nm⁻¹, this means $N=180$ and 5.8 million points before symmetry is used. Enumerating the points of this mesh within 0.1 eV of the Fermi energy gives a mean neighbour difference of 0.500 and a largest of 1.006, in units of $\hbar vb/N=0.199$ eV. Curvature and the faster states just above $E_F$ can each raise the largest value by up to 0.4 per cent.

Now take a much coarser mesh, $N=20$, with $kT=0.2$ eV. The linear rule gives a largest neighbour spacing of $1.333\times26.87/20=1.79$ eV; the table below uses the same rule. For upward steps from the Fermi level, curvature adds 3 to 5 per cent to these values. The shortest vectors $\mathbf R$ are twelve in number, with $R=20a/\sqrt2=5.73$ nm. Then $X=\pi(0.2)(5.73)/1.333=2.70$ and $X/\sinh X=0.365$. The phase must be taken before rounding: $k_FR=(36\pi^2)^{1/3}\,20/\sqrt2=100.165$, so $\cos(k_FR)=0.934$. With $\Omega=0.0166$ nm³ these twelve contribute

$$-12(0.0166)\frac{17.49}{\pi^2(5.73)^2}(0.934)(0.365)\approx-3.7\times10^{-3}$$

electrons per cell. Longer vectors change the total to $-2.8\times10^{-3}$. Direct summation over the mesh, compared with numerical integration, gives the following errors with $E_F$ and $kT$ held fixed.

| $N$ | Largest spacing (eV) | Direct error ($10^{-3}$) | Formula ($10^{-3}$) |
|---|---|---|---|
| 16 | 2.24 | −2.28 | −2.07 |
| 20 | 1.79 | −2.92 | −2.83 |
| 24 | 1.49 | −1.52 | −1.59 |
| 28 | 1.28 | +0.53 | +0.50 |

The formula is within 10 per cent of the direct error in each row. The coarsest mesh does better than $N=20$ because $\cos(k_FR)$ for its twelve shortest vectors happens to be near zero. Between these two rows, $N=17$ gives a larger error of $+7.2\times10^{-3}$. A small change between two meshes is therefore weak evidence of convergence.

The error at $N=20$ is 0.1 per cent of the three electrons, from 8000 points instead of 5.8 million. If the Fermi level is adjusted to restore the count, it moves by the missing charge divided by the density of states $g$. Since $n\propto E_F^{3/2}$, $g=3n/2E_F=9/(2\times11.65)=0.39$ per eV per cell, and the shift is about 8 meV.

Smearing has its own price. For constant $g$ it raises the electronic energy by

$$2g\int_0^\infty\frac{\varepsilon\,d\varepsilon}{e^{\varepsilon/kT}+1}=\frac{\pi^2}{6}g(kT)^2,$$

which is 25 meV per atom here. Once $X$ is well above 1 for the shortest $\mathbf R$, more smearing thus reduces the mesh error roughly exponentially, but it adds a bias that grows as $(kT)^2$. At smaller smearing the error need not fall steadily, because terms of different sign can cancel: for $N=20$ its size is $2.0\times10^{-3}$ at $kT=0.05$ eV and $4.2\times10^{-3}$ at 0.1 eV.

### How far real metals depart from the estimate

The lattice potential changes the speeds. A plane-wave model of aluminium with a local potential, using rough form factors of 0.2 eV for (111) and 0.8 eV for (200), was diagonalized numerically. Among 325 sampled states within 0.3 eV of the Fermi level, the mean speed is 0.815 of the free-electron value; other meshes and a larger set of plane waves give 0.81 to 0.83. For a step of 0.150 nm⁻¹ along one (111) direction, however, the largest energy change is still 0.196 eV in this sample, and 0.199 to 0.200 eV in denser ones. The potential slows the average electron, but some parts of the Fermi surface stay nearly as steep as before, and they set the worst case. The actual change differs from $\hbar\mathbf v\cdot\mathbf q$ by a median of 1.1 meV and at most 25 meV in this sample. Denser samples of 700 to 1000 states, with 51 to 89 plane waves, give a median near 1 meV, but in about 2 per cent of their states the difference exceeds 25 meV. The largest difference found depends on the sample, from about 55 to 90 meV.

For copper the free-electron speed itself is too high: the d states mix with the conduction band, and a typical speed at the Fermi level is roughly 1.1 million m/s. At that speed the step for 0.2 eV becomes 0.276 nm⁻¹, about 45 per cent wider, though any steeper parts of the Fermi surface would still set the worst case. The aluminium model leaves out self-consistency and spin-orbit coupling, so its 0.815 indicates a size and is not a prediction for the real metal.

For copper, then, a spacing near 0.02 Å⁻¹ is what a largest energy step of 0.2 eV demands at the stated speed. It is not a general requirement for a converged calculation. In the free-electron model of aluminium with 0.2 eV smearing, the four far coarser meshes of the table count electrons to 0.1 per cent or better, though $N=17$ misses by 0.24 per cent. For copper, with one free electron per atom, the table's values of $N$ give errors of up to 0.2 per cent. If the electron count is held fixed instead, the band energy on the table's meshes is within 5 meV per atom of its fine-mesh limit at the same smearing, in both free-electron models. A total energy, or a quantity that depends on the sharp thermal edge at 300 K, needs its own convergence study, in which mesh and smearing are varied separately.
